# Kramers-Henneberger frame, ponderomotive energy and the dichotomous averaged potential: a program that tests the result

```python
"""
Kramers-Henneberger (KH) frame in atomic units, electron charge -1.
Field E0*cos(omega*t), quiver alpha=alpha0*cos(omega*t), alpha0=E0/omega^2.
Claims under test:
  psi_length = exp(i*A*x) exp(-i*integral(A^2/2)) exp(-i*alpha*p) psi_KH,
  psi_KH moves in V(x+alpha(t)); ponderomotive energy Up=E0^2/(4*omega^2);
  the averaged potential has end wells at large alpha0; for V=-1/r it is
  -(2/pi) K(m)/sqrt(r_plus*r_minus), m=(1-cos(angle(r_plus,r_minus)))/2.
The hydrogen ground state of that potential is found variationally in
spheroidal coordinates and compared with a separate one-end calculation.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1, eval_genlaguerre, eval_laguerre, ive


def unit_gauss(count):
    nodes, weights = leggauss(count)
    return (nodes + 1) / 2, weights / 2


def gram(functions, weights):
    return (functions * weights) @ functions.T


# ---------- one-dimensional Gaussian well, depth 1 and width 1 ----------
def well(x):
    return -np.exp(-x**2 / 2)


def averaged_well(x, alpha0, count=4000):
    theta = (np.arange(count) + 0.5) * np.pi / count
    points = np.atleast_1d(x)[:, None] + alpha0 * np.cos(theta)
    return well(points).mean(axis=1)


n_grid, box = 1024, 160.0
dx = box / n_grid
grid = (np.arange(n_grid) - n_grid // 2) * dx
momentum = 2 * np.pi * np.fft.fftfreq(n_grid, dx)


def ground_state(potential):
    diagonal = 1 / dx**2 + potential
    off_diagonal = np.full(n_grid - 1, -0.5 / dx**2)
    energy, vector = eigh_tridiagonal(diagonal, off_diagonal,
                                      select='i', select_range=(0, 0))
    return energy[0], vector[:, 0] / np.sqrt(dx)


def propagate(state, potential_at, duration, steps):
    dt = duration / steps
    half = np.exp(-0.25j * dt * momentum**2)
    full = half**2
    state = np.fft.ifft(half * np.fft.fft(state))
    for step in range(steps):
        state = state * np.exp(-1j * dt * potential_at((step + 0.5) * dt))
        state = np.fft.ifft(full * np.fft.fft(state))
    return np.fft.ifft(half.conj() * np.fft.fft(state))


def translate(state, distance):
    return np.fft.ifft(np.exp(-1j * momentum * distance) * np.fft.fft(state))


def norm(state):
    return np.sqrt(np.sum(abs(state)**2) * dx)


# Frame change, including the global phase
omega_1d, alpha_1d = 1.0, 5.0
field_1d = alpha_1d * omega_1d**2
up_1d = field_1d**2 / (4 * omega_1d**2)
t_end = 1.3 * 2 * np.pi / omega_1d
bare_energy, bare_state = ground_state(well(grid))
bare_well = well(grid)
length_state = propagate(
    bare_state,
    lambda t: bare_well + field_1d * np.cos(omega_1d * t) * grid, t_end, 5200)
kh_state = propagate(
    translate(bare_state, -alpha_1d),
    lambda t: well(grid + alpha_1d * np.cos(omega_1d * t)), t_end, 5200)
vector_potential = -field_1d / omega_1d * np.sin(omega_1d * t_end)
displacement = alpha_1d * np.cos(omega_1d * t_end)
phase = up_1d * t_end - up_1d * np.sin(2 * omega_1d * t_end) / (2 * omega_1d)
without_phase = np.exp(1j * vector_potential * grid) * translate(
    kh_state, displacement)
frame_error = norm(length_state - np.exp(-1j * phase) * without_phase)
phase_omitted_error = norm(length_state - without_phase)
assert frame_error < 1e-3
assert phase_omitted_error > 0.5

# Does the averaged potential govern the motion at high frequency?
averaged_energy, averaged_state = ground_state(
    averaged_well(grid, alpha_1d, 400))
survival_frequencies = (0.5, 2.0, 8.0)
survival_time = 16 * np.pi
survivals = []
for frequency in survival_frequencies:
    final = propagate(
        averaged_state,
        lambda t: well(grid + alpha_1d * np.cos(frequency * t)),
        survival_time, 6400)
    survivals.append(abs(np.vdot(averaged_state, final) * dx)**2)
assert survivals[0] < survivals[1] < survivals[2]
assert survivals[2] > 0.99

# Splitting threshold and large-quiver depths of the Gaussian well
u_threshold = brentq(
    lambda u: ive(0, u) - 2 * u * (ive(0, u) - ive(1, u)), 0.3, 2.0)
alpha_threshold = 2 * np.sqrt(u_threshold)


def central_curvature(alpha0, h=0.02):
    left, middle, right = averaged_well(np.array([-h, 0.0, h]), alpha0)
    return (left - 2 * middle + right) / h**2


assert central_curvature(0.95 * alpha_threshold) > 0
assert central_curvature(1.05 * alpha_threshold) < 0


def end_profile(y):
    return quad(lambda p: 2 * np.exp(-(y + p**2)**2 / 2), 0, 5)[0]


profile_fit = minimize_scalar(lambda y: -end_profile(y), bounds=(-3, 1),
                              method='bounded')
profile_maximum = -profile_fit.fun
depths = {}
for alpha0 in (5.0, 100.0):
    minimum = minimize_scalar(lambda x: averaged_well(x, alpha0)[0],
                              bounds=(alpha0 - 3, alpha0 + 1),
                              method='bounded')
    centre = -averaged_well(0.0, alpha0)[0]
    end_limit = profile_maximum / (np.pi * np.sqrt(2 * alpha0))
    centre_limit = np.sqrt(2 * np.pi) / (np.pi * alpha0)
    depths[alpha0] = (minimum.x, -minimum.fun, centre, end_limit, centre_limit)
assert abs(depths[100.0][1] / depths[100.0][3] - 1) < 0.02
assert abs(depths[100.0][2] / depths[100.0][4] - 1) < 0.01


# ---------- averaged Coulomb potential ----------
def coulomb_average(rho, z, alpha0, count=200000):
    theta = (np.arange(count) + 0.5) * np.pi / count
    return -np.mean(1 / np.sqrt(rho**2 + (z + alpha0 * np.cos(theta))**2))


def coulomb_closed(rho, z, alpha0):
    r_plus = np.hypot(rho, z + alpha0)
    r_minus = np.hypot(rho, z - alpha0)
    cosine = (rho**2 + z**2 - alpha0**2) / (r_plus * r_minus)
    return -2 / np.pi * ellipkm1((1 + cosine) / 2) / np.sqrt(r_plus * r_minus)


closed_error = 0.0
for rho, z in ((1.0, 0.0), (2.0, 15.0), (0.5, 20.0), (3.0, 27.0)):
    direct = coulomb_average(rho, z, 20.0)
    closed_error = max(closed_error,
                       abs(coulomb_closed(rho, z, 20.0) / direct - 1))
assert closed_error < 1e-8
end_direct = coulomb_average(0.6, 999.2, 1000.0)
end_formula = -2 / np.pi * ellipkm1((1 - 0.8) / 2) / np.sqrt(2 * 1000.0)
assert abs(end_formula / end_direct - 1) < 3e-3
line_direct = coulomb_average(0.05, 10.0, 20.0)
line_gap = 20.0**2 - 10.0**2
line_formula = (-2 / (np.pi * np.sqrt(line_gap))
                * np.log(4 * line_gap / (20.0 * 0.05)))
assert abs(line_formula / line_direct - 1) < 1e-3


# ---------- hydrogen in the averaged potential ----------
def averaged_weighted(x, eta, sin2, alpha0):
    """Potential times (xi^2-eta^2), with x=xi-1."""
    difference = x * (2 + x) + sin2
    return (-2 / (np.pi * alpha0) * np.sqrt(difference)
            * ellipkm1(x * (2 + x) / difference))


def one_centre_weighted(x, eta, sin2, alpha0):
    """One Coulomb centre at a focus, times (xi^2-eta^2)."""
    return -(1 + x + eta) / alpha0


def spheroidal_ground(alpha0, degrees, n_radial=14,
                      weighted_potential=averaged_weighted):
    beta = alpha0**(2 / 3)
    t, w = unit_gauss(160)
    x_max = (4 * n_radial + 60) / (2 * beta)
    x, wx = x_max * t**3, 3 * x_max * t**2 * w
    s = 2 * beta * x
    f, df = [], []
    for i in range(n_radial):
        value = eval_laguerre(i, s)
        lower = eval_genlaguerre(i - 1, 1, s) if i else 0 * s
        f.append(np.exp(-s / 2) * value)
        df.append(-beta * np.exp(-s / 2) * (value + 2 * lower))
    f, df = np.array(f), np.array(df)
    t, w = unit_gauss(100)
    theta = np.concatenate((np.pi * t / 2, np.pi - np.pi * t / 2))
    eta, sin2 = np.cos(theta), np.sin(theta)**2
    we = np.pi / 2 * np.concatenate((w, w)) * np.sin(theta)
    g = np.array([np.sqrt(j + 0.5) * Legendre.basis(j)(eta) for j in degrees])
    dg = np.array([np.sqrt(j + 0.5) * Legendre.basis(j).deriv()(eta)
                   for j in degrees])
    ff, gg = gram(f, wx), gram(g, we)
    overlap = alpha0**3 * (np.kron(gram(f, wx * (1 + x)**2), gg)
                           - np.kron(ff, gram(g, we * eta**2)))
    kinetic = alpha0 / 2 * (np.kron(gram(df, wx * x * (2 + x)), gg)
                            + np.kron(ff, gram(dg, we * sin2)))
    weights = alpha0**3 * wx[:, None] * we * weighted_potential(
        x[:, None], eta[None, :], sin2[None, :], alpha0)
    n, m = len(f), len(g)
    f_pairs = (f[:, None] * f[None]).reshape(n * n, -1)
    g_pairs = (g[:, None] * g[None]).reshape(m * m, -1)
    potential = (f_pairs @ weights @ g_pairs.T).reshape(n, n, m, m)
    potential = potential.transpose(0, 2, 1, 3).reshape(n * m, n * m)
    hamiltonian = kinetic + potential
    energy, vector = eigh((hamiltonian + hamiltonian.T) / 2,
                          (overlap + overlap.T) / 2, subset_by_index=[0, 0])
    return energy[0], vector[:, 0].reshape(n, m)


# Same kinetic and overlap code must reproduce ordinary hydrogen off-centre.
one_centre_energy, _ = spheroidal_ground(
    1.0, range(20), weighted_potential=one_centre_weighted)
assert abs(one_centre_energy + 0.5) < 1e-8

even, odd = range(0, 61, 2), range(1, 62, 2)
axis = np.linspace(-1, 1, 401)
axis_functions = np.array([np.sqrt(j + 0.5) * Legendre.basis(j)(axis)
                           for j in even])
energies, gaps, centre_ratios, peak_positions = {}, {}, {}, {}
for alpha0 in (5.0, 20.0, 50.0, 100.0, 200.0, 400.0):
    energies[alpha0], coefficients = spheroidal_ground(alpha0, even)
    density = (coefficients.sum(axis=0) @ axis_functions)**2
    centre_ratios[alpha0] = density[200] / density.max()
    peak_positions[alpha0] = abs(axis[np.argmax(density)])
    if alpha0 <= 100:
        gaps[alpha0] = spheroidal_ground(alpha0, odd)[0] - energies[alpha0]
assert centre_ratios[20.0] > centre_ratios[50.0] > centre_ratios[100.0]
assert centre_ratios[400.0] < 0.01
assert gaps[5.0] > gaps[20.0] > gaps[50.0] > gaps[100.0] > 0
small_even = spheroidal_ground(100.0, range(0, 49, 2), 10)[0]
small_odd = spheroidal_ground(100.0, range(1, 50, 2), 10)[0]
small_400 = spheroidal_ground(400.0, range(0, 49, 2), 10)[0]
assert abs(small_400 / energies[400.0] - 1) < 5e-3


# ---------- separate scaled problem at one end of the segment ----------
def end_energy(n_radial=16, l_max=24):
    t, w = unit_gauss(180)
    r_max = (4 * n_radial + 70) / 2
    r, wr = r_max * t**2, 2 * r_max * t * w
    radial, derivative = [], []
    for power in (0, 1):
        values, slopes = [], []
        for n in range(n_radial):
            order = 2 + 2 * power
            poly = eval_genlaguerre(n, order, 2 * r)
            lower = eval_genlaguerre(n - 1, order + 1, 2 * r) if n else 0 * r
            value = r**power * np.exp(-r) * poly
            slope = np.exp(-r) * (power * poly - r**power * (poly + 2 * lower))
            size = np.sqrt(np.sum(wr * r**2 * value**2))
            values.append(value / size)
            slopes.append(slope / size)
        radial.append(np.array(values))
        derivative.append(np.array(slopes))
    t, w = unit_gauss(160)
    cosine, wc = -1 + 2 * t**3, 6 * t**2 * w
    angular = np.array([np.sqrt(l + 0.5) * Legendre.basis(l)(cosine)
                        for l in range(l_max + 1)])
    angular_potential = gram(angular, wc * ellipkm1(t**3))
    size = n_radial * (l_max + 1)
    hamiltonian, overlap = np.zeros((size, size)), np.zeros((size, size))
    for l in range(l_max + 1):
        rows = slice(l * n_radial, (l + 1) * n_radial)
        f, df = radial[min(l, 1)], derivative[min(l, 1)]
        overlap[rows, rows] = gram(f, wr * r**2)
        hamiltonian[rows, rows] = 0.5 * (gram(df, wr * r**2)
                                         + l * (l + 1) * gram(f, wr))
        for k in range(l_max + 1):
            columns = slice(k * n_radial, (k + 1) * n_radial)
            block = (f * wr * r**1.5) @ radial[min(k, 1)].T
            hamiltonian[rows, columns] -= (np.sqrt(2) / np.pi
                                           * angular_potential[l, k] * block)
    return eigh(hamiltonian, overlap, eigvals_only=True,
                subset_by_index=[0, 0])[0]


limit_energy = end_energy()
limit_small = end_energy(12, 18)
assert abs(limit_small / limit_energy - 1) < 5e-3
scaled = {a: energies[a] * a**(2 / 3) for a in energies}
x200, x400 = 200.0**(-2 / 3), 400.0**(-2 / 3)
extrapolated = (x200 * scaled[400.0] - x400 * scaled[200.0]) / (x200 - x400)
# Higher inverse powers of alpha0 and finite bases limit this comparison.
assert abs(extrapolated / limit_energy - 1) < 0.02

# ---------- laser example ----------
omega, alpha_laser = 0.2, 20.0
field = alpha_laser * omega**2
up = field**2 / (4 * omega**2)
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
field_unit = const.physical_constants['atomic unit of electric field'][0]
light_speed = 1 / const.fine_structure
intensity = 0.5 * const.epsilon_0 * const.c * (field * field_unit)**2 / 1e4
peak_velocity = field / omega
drift = peak_velocity**2 / (4 * light_speed) * 2 * np.pi / omega

print(f"Laser: omega = {omega:.2f} Eh/hbar; alpha0 = {alpha_laser:.1f} a0")
print(f"Photon energy = {omega * hartree_ev:.3f} eV")
print(f"Peak field = {field:.3f} a.u.; intensity = {intensity:.3e} W/cm^2")
print(f"Up = {up:.3f} Eh = {up * hartree_ev:.2f} eV")
print(f"Peak quiver speed / light speed = {peak_velocity / light_speed:.4f}")
print(f"Free-electron magnetic drift per cycle = {drift:.3f} a0")
print("1D Gaussian well: depth 1 Eh, width s = 1 a0")
print(f"Frame test: omega = {omega_1d:.1f} Eh/hbar, alpha0 = {alpha_1d:.1f} a0")
print(f"Frame test: E0 = {field_1d:.1f} a.u., Up = {up_1d:.3f} Eh")
print(f"Frame test: time = {t_end:.4f} a.u., phase = {phase:.4f} rad")
print(f"Wavefunction distance with phase = {frame_error:.2e} (no unit)")
print(f"Distance with phase omitted = {phase_omitted_error:.3f} (no unit)")
print(f"Bare well ground energy = {bare_energy:.4f} Eh")
print(f"Averaged well ground energy = {averaged_energy:.4f} Eh")
print(f"Survival test duration = {survival_time:.2f} a.u.")
for frequency, survival in zip(survival_frequencies, survivals):
    print(f"omega = {frequency:.1f} Eh/hbar: survival = {survival:.6f}")
print(f"Gaussian splitting threshold alpha0/s = {alpha_threshold:.4f}")
print(f"End profile maximum G = {profile_maximum:.4f} at y = {profile_fit.x:.4f}")
for alpha0, (place, end, centre, end_lim, centre_lim) in depths.items():
    print(f"Gaussian alpha0 = {alpha0:.0f} a0: minimum at x = {place:.3f} a0")
    print(f"  end depth = {end:.5f} Eh; limit formula = {end_lim:.5f} Eh")
    print(f"  centre depth = {centre:.5f} Eh; limit = {centre_lim:.5f} Eh")
    print(f"  end/centre depth ratio = {end / centre:.3f}")
print(f"Coulomb closed form: largest relative error = {closed_error:.1e}")
print("Near end: alpha0 = 1000 a0, rho = 0.6 a0, z = 999.2 a0")
print(f"  direct V0 = {end_direct:.6f} Eh; end form = {end_formula:.6f} Eh")
print("Near segment: alpha0 = 20 a0, rho = 0.05 a0, z = 10 a0")
print(f"  direct V0 = {line_direct:.6f} Eh; log form = {line_formula:.6f} Eh")
print(f"One-centre hydrogen check = {one_centre_energy:.9f} Eh")
print("Hydrogen in V0: E; E*alpha0^(2/3) in a.u.; axial centre/peak; |z|peak/alpha0")
for alpha0 in energies:
    print(f"  alpha0 = {alpha0:.0f} a0: {energies[alpha0]:.5f} Eh; "
          f"{scaled[alpha0]:.4f}; {centre_ratios[alpha0]:.2e}; "
          f"{peak_positions[alpha0]:.3f}")
for alpha0 in gaps:
    print(f"Even-odd gap, alpha0 = {alpha0:.0f} a0: {1000 * gaps[alpha0]:.3f} mEh")
print(f"Gap at 100 a0, smaller basis = {1000 * (small_odd - small_even):.3f} mEh")
print(f"Energy at 400 a0, smaller basis = {small_400:.5f} Eh")
print(f"Scaled energy extrapolated from 200 and 400 a0 = {extrapolated:.4f} a.u.")
print(f"Separate end problem = {limit_energy:.4f} a.u.; "
      f"smaller basis = {limit_small:.4f} a.u.")
print("tests ok")
```

Running it gives:

```
Laser: omega = 0.20 Eh/hbar; alpha0 = 20.0 a0
Photon energy = 5.442 eV
Peak field = 0.800 a.u.; intensity = 2.246e+16 W/cm^2
Up = 4.000 Eh = 108.85 eV
Peak quiver speed / light speed = 0.0292
Free-electron magnetic drift per cycle = 0.917 a0
1D Gaussian well: depth 1 Eh, width s = 1 a0
Frame test: omega = 1.0 Eh/hbar, alpha0 = 5.0 a0
Frame test: E0 = 5.0 a.u., Up = 6.250 Eh
Frame test: time = 8.1681 a.u., phase = 52.8877 rad
Wavefunction distance with phase = 7.53e-06 (no unit)
Distance with phase omitted = 1.933 (no unit)
Bare well ground energy = -0.5942 Eh
Averaged well ground energy = -0.1796 Eh
Survival test duration = 50.27 a.u.
omega = 0.5 Eh/hbar: survival = 0.325648
omega = 2.0 Eh/hbar: survival = 0.982619
omega = 8.0 Eh/hbar: survival = 0.999996
Gaussian splitting threshold alpha0/s = 1.7776
End profile maximum G = 2.5596 at y = -0.7650
Gaussian alpha0 = 5 a0: minimum at x = 4.172 a0
  end depth = 0.26899 Eh; limit formula = 0.25765 Eh
  centre depth = 0.16312 Eh; limit = 0.15958 Eh
  end/centre depth ratio = 1.649
Gaussian alpha0 = 100 a0: minimum at x = 99.233 a0
  end depth = 0.05772 Eh; limit formula = 0.05761 Eh
  centre depth = 0.00798 Eh; limit = 0.00798 Eh
  end/centre depth ratio = 7.234
Coulomb closed form: largest relative error = 3.2e-15
Near end: alpha0 = 1000 a0, rho = 0.6 a0, z = 999.2 a0
  direct V0 = -0.036701 Eh; end form = -0.036700 Eh
Near segment: alpha0 = 20 a0, rho = 0.05 a0, z = 10 a0
  direct V0 = -0.260597 Eh; log form = -0.260598 Eh
One-centre hydrogen check = -0.500000000 Eh
Hydrogen in V0: E; E*alpha0^(2/3) in a.u.; axial centre/peak; |z|peak/alpha0
  alpha0 = 5 a0: -0.20192 Eh; -0.5904; 1.00e+00; 0.000
  alpha0 = 20 a0: -0.07986 Eh; -0.5884; 5.74e-01; 0.725
  alpha0 = 50 a0: -0.04188 Eh; -0.5684; 3.15e-03; 0.895
  alpha0 = 100 a0: -0.02620 Eh; -0.5645; 3.69e-07; 0.940
  alpha0 = 200 a0: -0.01645 Eh; -0.5624; 5.50e-13; 0.965
  alpha0 = 400 a0: -0.01034 Eh; -0.5612; 4.48e-12; 0.980
Even-odd gap, alpha0 = 5 a0: 57.214 mEh
Even-odd gap, alpha0 = 20 a0: 2.961 mEh
Even-odd gap, alpha0 = 50 a0: 0.017 mEh
Even-odd gap, alpha0 = 100 a0: 0.000 mEh
Gap at 100 a0, smaller basis = 0.000 mEh
Energy at 400 a0, smaller basis = -0.01033 Eh
Scaled energy extrapolated from 200 and 400 a0 = -0.5592 a.u.
Separate end problem = -0.5596 a.u.; smaller basis = -0.5596 a.u.
tests ok
```
